# Does electronic friction slow hydrogen at a migration barrier in a metal?: verification in Python

```python
"""
Result under test: the Kramers factor for crossing a parabolic barrier is
    kappa = sqrt(1 + g**2/4) - g/2,   g = gamma/omega_b,
where gamma is the velocity damping rate and omega_b the barrier angular
frequency. It multiplies the transition-state rate if atoms are thermalised.
The program also tests that condition for a proton in the periodic potential
    V(x) = E_b*sin(pi*x/d)**2,
with barrier E_b and well spacing d, and sizes the neglected quantum effects.
Atomic units are used internally; temperature is then an energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import ndtr


def kramers_factor(g):
    return np.sqrt(1 + g**2 / 4) - g / 2


def kramers_from_flux(g):
    """Flux average from integrated moments; time unit is 1/omega_b."""
    def moments(t, y):
        return [y[1], y[0] - g * y[1], 2 * g * y[0]**2]
    sol = solve_ivp(moments, (0, 30), [0, 1, 0], rtol=1e-10, atol=1e-12)
    response, _, variance = sol.y[:, -1]
    v = np.linspace(-10, 10, 8001)
    product_probability = ndtr(v * response / np.sqrt(variance))
    return trapezoid(v * np.exp(-v**2 / 2) * product_probability, v)


def diffusion_ratio(barrier_over_t, g, n_velocity=600, n_position=91):
    """D/D_TST from the Klein-Kramers equation, Hermite in velocity."""
    b = barrier_over_t
    friction = g * np.sqrt(b / 2)
    step = 2 * np.pi / n_position
    q = step * np.arange(n_position)
    index = np.arange(n_position)
    difference = index[:, None] - index[None, :]
    sine = np.sin(step * difference / 2)
    np.fill_diagonal(sine, 1.0)
    derivative = 0.5 * np.where(difference % 2 == 0, 1.0, -1.0) / sine
    np.fill_diagonal(derivative, 0.0)
    a = derivative + np.diag(b / 4 * np.sin(q))
    weight = np.exp(-b / 4 * (1 + np.cos(q)))
    identity = np.eye(n_position)
    resistance = friction * n_velocity * identity
    for n in range(n_velocity - 1, 0, -1):
        inverse = np.linalg.inv(resistance)
        resistance = friction * n * identity + (n + 1) * a.T @ inverse @ a
        resistance = (resistance + resistance.T) / 2
    return np.sqrt(2 * np.pi) / (step * weight @ resistance @ weight)


def langevin_flights(barrier_over_t, g, n_atoms, seed):
    """Launch thermal forward flux at a saddle; return final well indices."""
    rng = np.random.default_rng(seed)
    b = barrier_over_t
    omega = np.sqrt(b / 2)
    friction = g * omega
    dt = 0.08 / omega
    n_steps = int(8 / (friction * dt))
    damp = np.exp(-friction * dt)
    noise = np.sqrt(1 - damp**2)
    q = np.full(n_atoms, np.pi)
    v = np.sqrt(-2 * np.log(1 - rng.random(n_atoms)))
    force = -b / 2 * np.sin(q)
    for _ in range(n_steps):
        v += dt / 2 * force
        q += dt / 2 * v
        v = damp * v + noise * rng.standard_normal(n_atoms)
        q += dt / 2 * v
        force = -b / 2 * np.sin(q)
        v += dt / 2 * force
    return np.rint(q / (2 * np.pi)).astype(int)


def hump_tunnelling_factor(mass, barrier, spacing, temperature):
    """Quantum/classical thermal flux through one cosine hump."""
    energy = np.linspace(0.01 * barrier, barrier + 16 * temperature, 1000)
    n_slices = 800
    dx = spacing / n_slices
    centres = -spacing / 2 + (np.arange(n_slices) + 0.5) * dx
    p11 = np.ones_like(energy, dtype=complex)
    p12 = np.zeros_like(p11)
    p21 = np.zeros_like(p11)
    p22 = np.ones_like(p11)
    for x in centres:
        potential = barrier * np.cos(np.pi * x / spacing)**2
        k = np.sqrt(2 * mass * (energy - potential) + 1e-12j)
        c, s = np.cos(k * dx), np.sin(k * dx)
        p11, p12, p21, p22 = (c * p11 + s / k * p21,
                              c * p12 + s / k * p22,
                              -k * s * p11 + c * p21,
                              -k * s * p12 + c * p22)
    k_out = np.sqrt(2 * mass * energy)
    psi_left = p22 - 1j * k_out * p12
    slope_left = -p21 + 1j * k_out * p11
    incoming = (psi_left + slope_left / (1j * k_out)) / 2
    transmission = 1 / np.abs(incoming)**2
    boltzmann = np.exp(-(energy - barrier) / temperature)
    return trapezoid(transmission * boltzmann, energy) / temperature


def well_quantum_factor(mass, barrier, spacing, temperature):
    """Classical/quantum partition function of one periodic cell."""
    waves = np.arange(-40, 41)
    kinetic = (2 * np.pi * waves / spacing)**2 / (2 * mass)
    hamiltonian = np.diag(kinetic + barrier / 2)
    hamiltonian -= barrier / 4 * (np.eye(81, k=1) + np.eye(81, k=-1))
    levels = np.linalg.eigvalsh(hamiltonian)
    quantum = np.exp(-levels / temperature).sum()
    x = np.linspace(-spacing / 2, spacing / 2, 4001)
    v = barrier * np.sin(np.pi * x / spacing)**2
    classical = np.sqrt(mass * temperature / (2 * np.pi))
    classical *= trapezoid(np.exp(-v / temperature), x)
    return classical / quantum


# Inputs and conversions
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
mass = const.physical_constants["proton-electron mass ratio"][0]
kelvin = const.k / const.e / hartree_ev
gamma_ps = 1.0
omega_si = 1e14
lattice_nm = 0.38
temperature_k = 300.0
spacing_nm = lattice_nm / np.sqrt(2)
gamma = gamma_ps * 1e12 * time_au
omega = omega_si * time_au
spacing = spacing_nm / bohr_nm
temperature = temperature_k * kelvin
g = gamma / omega
barrier = mass * (omega * spacing)**2 / (2 * np.pi**2)
b = barrier / temperature

# Curvature of the potential by finite differences
def potential(x):
    return barrier * np.sin(np.pi * x / spacing)**2

dx = spacing * 1e-3
top = spacing / 2
curvature = (potential(top + dx) - 2 * potential(top)
             + potential(top - dx)) / dx**2
assert abs(np.sqrt(-curvature / mass) / omega - 1) < 1e-4

# Kramers factor against the explicit flux average
kappa = kramers_factor(g)
flux_kappa = kramers_from_flux(g)
for test_g in (g, 0.3, 1.0, 3.0):
    assert abs(kramers_from_flux(test_g) - kramers_factor(test_g)) < 1e-4
assert abs(kappa - (1 - g / 2)) < g**2

# Energy loss across one well
action = quad(lambda x: np.sqrt(2 * mass * max(barrier - potential(x), 0)),
              -spacing / 2, spacing / 2)[0]
assert abs(action * omega / (4 * barrier) - 1) < 1e-6
loss = gamma * action
delta = loss / temperature

def damped_motion(t, y):
    return [y[1], -np.sin(y[0]) - g * y[1]]

def turning_point(t, y):
    return y[1]

turning_point.terminal = True
turning_point.direction = -1
start_excess = 2 * g * 2
path = solve_ivp(damped_motion, (0, 100),
                 [-np.pi, np.sqrt(2 * start_excess)],
                 events=turning_point, rtol=1e-9, atol=1e-11)
assert path.status == 1
measured_loss = (1 + start_excess + np.cos(path.y[0, -1])) / 2
assert abs(measured_loss / (loss / barrier) - 1) < 0.03

# Diffusion without assuming thermalisation
friction_list = (1.0, 3.0, 10.0, 30.0, 100.0)
ratios = {f: diffusion_ratio(b, f * 1e12 / omega_si) for f in friction_list}
finer = diffusion_ratio(b, g, 900, 121)
assert abs(finer / ratios[1.0] - 1) < 0.01
# Finite barrier height leaves corrections of order temperature/barrier.
assert abs(ratios[100.0] / kramers_factor(1.0) - 1) < 0.04
flight_results = {}
for f, seed in ((1.0, 11), (10.0, 12)):
    wells = langevin_flights(b, f * 1e12 / omega_si, 8000, seed)
    mean = 2 * np.mean(wells - 0.5)
    error = 2 * np.std(wells) / np.sqrt(len(wells))
    # Four standard errors plus two percent for time step and finite run.
    assert abs(mean - ratios[f]) < 4 * error + 0.02 * ratios[f]
    flight_results[f] = (mean, error, np.mean(wells == 1),
                         np.mean(wells <= 0), np.mean(wells >= 2))
hot_ratio = diffusion_ratio(b / 2, g)

# Quantum effects left out of the classical model
u = omega / (2 * temperature)
tunnel_parabola = u / np.sin(u)
tunnel_hump = hump_tunnelling_factor(mass, barrier, spacing, temperature)
well_harmonic = np.sinh(u) / u
well_cosine = well_quantum_factor(mass, barrier, spacing, temperature)
# Anharmonic corrections are of order omega/(16*temperature*barrier/omega).
assert abs(tunnel_hump / tunnel_parabola - 1) < 0.06
assert abs(well_cosine / well_harmonic - 1) < 0.04
stiffening = 1.5
u_side = stiffening * u
side_factor = (well_harmonic / (np.sinh(u_side) / u_side))**2
u_hot = u / 2
tunnel_hot = u_hot / np.sin(u_hot)
barrier_error_ev = 0.05
error_factor = np.exp(barrier_error_ev / hartree_ev / temperature)
shift_ev = -temperature * np.log(kappa) * hartree_ev
hop_rate = omega_si / (2 * np.pi) * np.exp(-b)

print("INPUTS AND MODEL")
print(f"electronic friction rate: {gamma_ps:.1f} ps^-1")
print(f"barrier angular frequency: {omega_si:.1e} s^-1")
print(f"rough Rh lattice constant: {lattice_nm:.2f} nm")
print(f"octahedral-site spacing: {spacing_nm:.4f} nm")
print(f"temperature: {temperature_k:.0f} K")
print(f"thermal energy: {temperature*hartree_ev:.5f} eV")
print(f"model barrier: {barrier*hartree_ev:.4f} eV")
print(f"barrier / thermal energy: {b:.3f} (no unit)")
print(f"one-way harmonic TST hop rate: {hop_rate:.3e} s^-1")
print("DRAG AT THE SADDLE")
print(f"gamma / omega_b: {g:.4f} (no unit)")
print(f"Kramers factor: {kappa:.6f} (no unit)")
print(f"factor from flux average: {flux_kappa:.6f} (no unit)")
print(f"rate reduction: {100*(1-kappa):.3f} percent")
print(f"equivalent barrier increase: {shift_ev:.6f} eV")
print(f"factor if friction is doubled: {kramers_factor(2*g):.6f} (no unit)")
print("THERMALISATION")
print(f"energy loss per well crossing: {loss*hartree_ev:.5f} eV")
print(f"loss / thermal energy: {delta:.4f} (no unit)")
print("total friction (ps^-1), Kramers factor, D/D_TST at 300 K:")
for f in friction_list:
    print(f"  {f:5.0f}  {kramers_factor(f*1e12/omega_si):.4f}  {ratios[f]:.3f}")
for f, result in flight_results.items():
    print(f"flights at {f:.0f} ps^-1: D/D_TST = {result[0]:.3f}"
          f" +/- {result[1]:.3f} (no unit)")
    print(f"  landing fractions, first well / behind saddle / farther on:"
          f" {result[2]:.3f} / {result[3]:.3f} / {result[4]:.3f}")
print(f"D/D_TST at 600 K and 1 ps^-1: {hot_ratio:.3f} (no unit)")
print("NEGLECTED EFFECTS AT 300 K UNLESS STATED")
print(f"barrier quantum hbar*omega_b: {omega*hartree_ev:.5f} eV")
print(f"tunnelling crossover: {omega/(2*np.pi*kelvin):.1f} K")
print(f"parabolic tunnelling factor: {tunnel_parabola:.3f} (no unit)")
print(f"cosine-hump tunnelling factor: {tunnel_hump:.3f} (no unit)")
print(f"harmonic well quantum factor: {well_harmonic:.3f} (no unit)")
print(f"cosine-well quantum factor: {well_cosine:.3f} (no unit)")
print(f"path quantum factor: {tunnel_hump*well_cosine:.3f} (no unit)")
print(f"assumed transverse stiffening: {stiffening:.1f} (no unit)")
print(f"two-mode transverse quantum factor: {side_factor:.3f} (no unit)")
print(f"parabolic tunnelling factor at 600 K: {tunnel_hot:.3f} (no unit)")
print(f"assumed barrier error: {barrier_error_ev:.2f} eV")
print(f"rate factor from that error: {error_factor:.2f} (no unit)")
print("finished without a failed check")
```

Output:

```
INPUTS AND MODEL
electronic friction rate: 1.0 ps^-1
barrier angular frequency: 1.0e+14 s^-1
rough Rh lattice constant: 0.38 nm
octahedral-site spacing: 0.2687 nm
temperature: 300 K
thermal energy: 0.02585 eV
model barrier: 0.3819 eV
barrier / thermal energy: 14.771 (no unit)
one-way harmonic TST hop rate: 6.123e+06 s^-1
DRAG AT THE SADDLE
gamma / omega_b: 0.0100 (no unit)
Kramers factor: 0.995012 (no unit)
factor from flux average: 0.995012 (no unit)
rate reduction: 0.499 percent
equivalent barrier increase: 0.000129 eV
factor if friction is doubled: 0.990050 (no unit)
THERMALISATION
energy loss per well crossing: 0.01527 eV
loss / thermal energy: 0.5908 (no unit)
total friction (ps^-1), Kramers factor, D/D_TST at 300 K:
      1  0.9950  4.602
      3  0.9851  2.073
     10  0.9512  1.122
     30  0.8612  0.866
    100  0.6180  0.616
flights at 1 ps^-1: D/D_TST = 4.727 +/- 0.087 (no unit)
  landing fractions, first well / behind saddle / farther on: 0.327 / 0.104 / 0.569
flights at 10 ps^-1: D/D_TST = 1.112 +/- 0.009 (no unit)
  landing fractions, first well / behind saddle / farther on: 0.883 / 0.035 / 0.083
D/D_TST at 600 K and 1 ps^-1: 7.850 (no unit)
NEGLECTED EFFECTS AT 300 K UNLESS STATED
barrier quantum hbar*omega_b: 0.06582 eV
tunnelling crossover: 121.6 K
parabolic tunnelling factor: 1.332 (no unit)
cosine-hump tunnelling factor: 1.337 (no unit)
harmonic well quantum factor: 1.293 (no unit)
cosine-well quantum factor: 1.265 (no unit)
path quantum factor: 1.692 (no unit)
assumed transverse stiffening: 1.5 (no unit)
two-mode transverse quantum factor: 0.559 (no unit)
parabolic tunnelling factor at 600 K: 1.071 (no unit)
assumed barrier error: 0.05 eV
rate factor from that error: 6.92 (no unit)
finished without a failed check
```
